# Tensor expansion of the spin-spin dipolar operator and a matrix element, part 2

Two electrons at $\mathbf r_1$ and $\mathbf r_2$ from the nucleus, with $\mathbf r_{12}=\mathbf r_1-\mathbf r_2$, interact through their spin magnetic moments. Atomic units are used, with lengths in bohr, spins in units of $\hbar$ and electron $g$ factor 2. The dipolar operator is

$$H=-\alpha^2\sqrt6\sum_q(-1)^q[s_1\times s_2]^2_{-q}\,T_q , \tag{2}$$

with $T_q=C^2_q(\hat{\mathbf r}_{12})/r_{12}^3$ and

$$[s_1\times s_2]^2_0=\frac{3s_{1z}s_{2z}-\mathbf s_1\cdot\mathbf s_2}{\sqrt6}.$$

The scalar contact interaction proportional to $\mathbf s_1\cdot\mathbf s_2\,\delta^3(\mathbf r_{12})$ is a separate operator and was left out in Section 2.

Here $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$ with Condon-Shortley phases, so $C^k_0=P_k(\cos\theta)$. Square brackets with a cross denote coupling with coefficients $\langle k\,m,\,k'\,m'|L\,q\rangle$. For a common argument,

$$[C^k(\mathbf n)\times C^{k+2}(\mathbf n)]^L_q=\langle k0,\,k{+}2\;0|L0\rangle\,C^L_q(\mathbf n). \tag{4}$$

For unequal radii the expansion in one-electron functions is

$$T_q=\sum_kA_k\frac{r_<^k}{r_>^{k+3}}[C^k(<)\times C^{k+2}(>)]^2_q, \tag{7}$$

where $<$ and $>$ denote the inner and outer electron. The higher rank, $k+2$, always belongs to the outer electron. With $\kappa_k=\langle k0,\,k{+}2\;0|20\rangle$, the coefficients satisfy

$$A_k\,\kappa_k=\binom{k+2}{2}=\frac{(k+1)(k+2)}2 , \tag{3}$$

$$A_k=(-1)^k\sqrt{\frac{(2k+5)!}{5!\,(2k)!}},\qquad A_0=1,\quad A_1=-\sqrt{21},\quad A_2=\sqrt{126}. \tag{5}$$

The series was checked at $\mathbf r_1=(0.1,-0.2,0.2)$ and $\mathbf r_2=(1.2,0.9,1.3)$ bohr. There $\mathbf r_{12}$ lies along a cube diagonal, so $T_0=0$. The numerical output at the end includes this check.

What remains is the meaning of the series where the electrons coincide, and its use in a matrix element.

### 8. What the series means at coincidence

A matrix element integrates over all positions, including $\mathbf r_1=\mathbf r_2$. Near that point $T_q$ grows as $R^{-3}$, with $\mathbf R=\mathbf r_{12}$, while the volume element is $R^2dR\,d\Omega$. If the rest of the integrand is finite and nonzero there, the integral does not converge absolutely. Its value depends on the shape of the region that is cut out before the cut is shrunk.

Section 2 splits the interaction into a rank-two part and a scalar contact term. That split corresponds to cutting out a small ball $R<\varepsilon$, because by symmetry the interior of a ball contributes nothing of rank two. The angular average of $C^2_q$ vanishes, so the limit exists. Call it the principal value.

The series cuts out something else. For a given $\mathbf r_1\neq0$ it converges uniformly in $\mathbf r_2$ outside a thin shell around $r_2=r_1$, because $r_</r_>$ then stays below a fixed number less than 1. There it may be integrated over $\mathbf r_2$ term by term. For orbitals of definite angular momentum a finite number of terms contribute, and none has a singular kernel at $r_1=r_2$, so the shell can then be shrunk. The series thus gives the integral with a shell removed. Near a given $\mathbf r_1$, that shell is a flat slab with normal $\mathbf n=\hat{\mathbf r}_1$.

To compare the two we integrate over the slab $|R_n|<h$ with the ball removed. Take $z$ along $\mathbf n$. Axial symmetry leaves $q=0$. Spherical shells with $\varepsilon<R<h$ lie wholly inside the slab and give zero. For $R>h$ the slab restricts $x=\cos\theta$ to $|x|<a$ with $a=h/R$, and

$$\int_{-a}^{a}\frac{3x^2-1}{2}\,dx=a^3-a .$$

Since $dR/R=-da/a$, with $a$ running from 1 down to 0,

$$2\pi\int_h^\infty\frac{dR}{R}(a^3-a)=2\pi\int_0^1(a^2-1)\,da=-\frac{4\pi}3 .$$

This does not depend on $h$. The part beyond a fixed distance $L$ is of order $h/L$ and vanishes as $h\to0$, so the contribution becomes local. For smooth wave functions, therefore,

$$\mathrm{PV}\,T_q=\text{series (7)}-\frac{4\pi}3\,C^2_q(\hat{\mathbf r}_1)\,\delta^3(\mathbf r_{12}). \tag{8}$$

A spherical cloud of density $\rho(r)$ provides a check. Let $q_{\rm in}(r)$ be its content inside radius $r$, and let $\varphi$ be the integral of $\rho$ divided by distance. Then $\varphi'=-q_{\rm in}/r^2$ and $\varphi''=2q_{\rm in}/r^3-4\pi\rho$. The traceless part of $\partial_i\partial_j\varphi$ along the radius is $\tfrac23(\varphi''-\varphi'/r)$. It equals twice the principal-value integral of $\rho\,T_0$ with $z$ along the radius, because $(3\cos^2\theta-1)/R^3=2T_0$ and because the excluded small ball, of nearly uniform density, has an isotropic quadratic potential near its center and so contributes to the trace alone. That integral is therefore

$$\frac13\left(\varphi''-\frac{\varphi'}r\right)=\frac{q_{\rm in}}{r^3}-\frac{4\pi}3\rho .$$

The first term is the $k=0$ term of the series. The part of the cloud outside $r$ would need a rank of at least two, which a sphere lacks. The second term is the contact term of (8).

### 9. Why the contact term drops out of the full matrix element

Two spins one half form a singlet and a triplet. A rank-two operator cannot connect total spin 0 with 0 or with 1, so $[s_1\times s_2]^2$ acts within the triplet. The triplet spin function is symmetric. The spatial function is then antisymmetric and satisfies $\Psi(\mathbf r,\mathbf r)=0$, and the delta function in (8) gives zero.

For smooth $\Psi$ the density also falls as $R^2$ near coincidence. The integrand including the volume element stays bounded, and the shape of the cut no longer matters. The series may be used for the full matrix element without correction. The orbital products in the direct and exchange integrals, taken separately, need not vanish at coincidence. The contact term in (8) can then contribute to each integral, as it does for the $p$ and $d$ orbitals below; for two $s$ orbitals its angular average is zero.

### 10. A model state that needs three values of $k$

Let one electron occupy a $2p$ orbital with $m=1$ and the other a $3d$ orbital with $m=2$, both with spin up. The radial functions are model Slater functions with exponents 1 and $1/2$ bohr$^{-1}$:

$$P_p^2=\tfrac43\,r^4e^{-2r},\qquad P_d^2=\tfrac1{720}\,r^6e^{-r}.$$

The prefactors follow from $\int_0^\infty r^4e^{-2r}dr=4!/2^5=3/4$ and $\int_0^\infty r^6e^{-r}dr=720$. With $p=(P_p/r)Y_{11}$ and $d=(P_d/r)Y_{22}$, the spatial function is

$$\Psi=\frac{p(1)d(2)-d(1)p(2)}{\sqrt2}.$$

It has $M_L=3$, the largest value a $p$ and a $d$ electron can reach, and $M_S=1$. The state is the component $M=4$ of $^3F_4$.

For two spins up, $[s_1\times s_2]^2_0=(3/4-1/4)/\sqrt6=1/(2\sqrt6)$. The components with $q\ne0$ change $M_S$ and have no expectation value. Hence

$$\langle H\rangle=-\frac{\alpha^2}2D,\qquad D=\langle\Psi|T_0|\Psi\rangle=D_{\rm dir}-D_{\rm ex}, \tag{9}$$

with $D_{\rm dir}=\langle p(1)d(2)|T_0|p(1)d(2)\rangle$ and $D_{\rm ex}=\langle p(1)d(2)|T_0|d(1)p(2)\rangle$. The evenness of $T_0$ makes the two direct terms equal, and likewise the two exchange terms.

### 11. Angular factors

**Direct part.** The orbital densities have $m=0$, so each electron enters through $C^k_0=P_k$. With $|Y_{11}|^2=\frac3{8\pi}(1-x^2)$ and $|Y_{22}|^2=\frac{15}{32\pi}(1-x^2)^2$,

$$\langle p|C^2_0|p\rangle=\frac34\int_{-1}^1(1-x^2)P_2\,dx=\frac34\left(-\frac4{15}\right)=-\frac15,$$

$$\langle d|C^2_0|d\rangle=\frac{15}{16}\int_{-1}^1(1-x^2)^2P_2\,dx=\frac{15}{16}\left(-\frac{32}{105}\right)=-\frac27,$$

$$\langle d|C^4_0|d\rangle=\frac{15}{16}\int_{-1}^1(1-x^2)^2P_4\,dx=\frac{15}{16}\cdot\frac{16}{315}=\frac1{21}.$$

A $p$ density has ranks 0 and 2, a $d$ density ranks 0, 2 and 4. With the $p$ electron inside, the allowed pairs $(k,k+2)$ are $(0,2)$ and $(2,4)$. With the $d$ electron inside, $(0,2)$ alone is allowed. The coupling coefficient and $A_k$ combine to $\binom{k+2}2$, which is 1 for $k=0$ and 6 for $k=2$. The factors are $-2/7$ and $6(-\frac15)(\frac1{21})=-\frac2{35}$ for $p$ inside, and $-1/5$ for $d$ inside.

**Exchange part.** The transition between $p$ and $d$ has ranks 1 and 3, so $k=1$. We use $C^1_1=-\frac1{\sqrt2}\sin\theta\,e^{i\phi}$ and $C^3_1=-\frac{\sqrt3}4\sin\theta(5x^2-1)e^{i\phi}$. The product of the normalizations of $Y_{11}$ and $Y_{22}$, with the azimuthal factor $2\pi$, is $3\sqrt5/8$ in magnitude. The minus sign of $Y_{11}$ cancels that of $C^k_1$. Then

$$\langle d|C^1_1|p\rangle=\frac{3\sqrt5}{8\sqrt2}\int_{-1}^1(1-x^2)^2dx=\frac{3\sqrt5}{8\sqrt2}\cdot\frac{16}{15}=\sqrt{\frac25},$$

$$\langle d|C^3_1|p\rangle=\frac{3\sqrt{15}}{32}\int_{-1}^1(1-x^2)^2(5x^2-1)dx=\frac{3\sqrt{15}}{32}\left(-\frac{32}{105}\right)=-\frac{\sqrt{15}}{35}.$$

From $C^k_{-1}=-(C^k_1)^*$ the reverse elements are $\langle p|C^1_{-1}|d\rangle=-\sqrt{2/5}$ and $\langle p|C^3_{-1}|d\rangle=\sqrt{15}/35$.

We also need $g=\langle1\,{-1},3\,1|20\rangle=\langle1\,1,3\,{-1}|20\rangle$; the two are equal because reversing all projections costs $(-1)^{1+3-2}=1$. For a common argument, $[C^1\times C^3]^2_0=\kappa_1C^2_0$ with $\kappa_1=3/A_1=-\sqrt{3/7}$. Along the $x$ axis $C^1_0=0$, $C^1_{-1}C^3_1=C^1_1C^3_{-1}=\sqrt3/(4\sqrt2)$ and $C^2_0=-\frac12$. This gives

$$2g\,\frac{\sqrt3}{4\sqrt2}=\frac12\sqrt{\frac37},\qquad g=\sqrt{\frac27}.$$

If electron 1 is inside, the factor is

$$A_1g\left(-\sqrt{\tfrac25}\right)\left(-\tfrac{\sqrt{15}}{35}\right)=-\sqrt6\cdot\frac{\sqrt6}{35}=-\frac6{35}.$$

If electron 2 is inside, the elements are $\sqrt{2/5}$ and $\sqrt{15}/35$, and the factor is again $-6/35$. The total is $-12/35$.

### 12. Radial integrals

Define

$$N^k(ab;ce)=\int_0^\infty dr\,P_aP_b(r)\,r^k\int_r^\infty dr'\,\frac{P_cP_e(r')}{r'^{k+3}} .$$

The first pair of orbitals is inside. Combining the angular factors gives

$$D_{\rm dir}=-\tfrac27N^0(pp;dd)-\tfrac15N^0(dd;pp)-\tfrac2{35}N^2(pp;dd),$$

$$D_{\rm ex}=-\tfrac{12}{35}N^1(pd;pd). \tag{10}$$

For Slater functions the inner integral is elementary. Repeated integration by parts gives

$$\int_r^\infty r'^ne^{-\gamma r'}dr'=e^{-\gamma r}\sum_{j=0}^n\frac{n!}{j!}\frac{r^j}{\gamma^{n-j+1}} .$$

Multiplying by $r^me^{-\beta r}$ and integrating over $r$ yields

$$J(m,n;\beta,\gamma)=\sum_{j=0}^n\frac{n!}{j!}\frac1{\gamma^{n-j+1}}\frac{(m+j)!}{(\beta+\gamma)^{m+j+1}} .$$

All four integrals have the prefactor $\frac43\cdot\frac1{720}=\frac1{540}$. For $N^0(pp;dd)$ the inner power is 4 and the outer power is $6-3=3$:

$$J(4,3;2,1)=\frac{144}{3^5}+\frac{720}{3^6}+\frac{2160}{3^7}+\frac{5040}{3^8}=\frac{21888}{6561}.$$

The other three have $m=6$ and $n=1$:

$$J(6,1;1,2)=\frac{3060}{6561},\quad J(6,1;2,1)=\frac{7200}{6561},\quad J(6,1;\tfrac32,\tfrac32)=\frac{4320}{6561}.$$

Division by 540 gives, in bohr$^{-3}$,

- $N^0(pp;dd)=608/98415=0.0061779$,
- $N^0(dd;pp)=17/19683=0.0008637$,
- $N^2(pp;dd)=40/19683=0.0020322$,
- $N^1(pd;pd)=8/6561=0.0012193$.

The direct part is $-0.0017651-0.0001727-0.0001161=-0.0020540$ bohr$^{-3}$. The exchange part is $-0.0004181$ bohr$^{-3}$. Their difference is

$$D=-\frac{161}{98415}=-0.0016359\ \text{bohr}^{-3}.$$

### 13. Direct quadrature without an expansion

The same number can be computed from $|\Psi|^2T_0$ itself. Three distances fix the triangle formed by the nucleus and the electrons. Integrating over its orientation and using $R\,dR=r_1r_2\,|d\cos\gamma|$, where $\gamma$ is the angle at the nucleus, gives the volume element $8\pi^2r_1r_2R\,dr_1dr_2dR$. Now set

$$v=\frac{r_1-r_2}R\in[-1,1],\qquad w=r_1+r_2-R\ge0 .$$

At fixed $R$ the Jacobian is $R/2$, so the element becomes $4\pi^2r_1r_2R^2\,dR\,dv\,dw$. The triangle inequalities are built into the limits. The orientation is summed numerically, because $T_0$ and the orbitals refer to a fixed $z$ axis.

The quadrature gives $D=-0.0016359295$ bohr$^{-3}$, equal to the series value to all printed digits. Neither the coefficients $A_k$ nor the outer-electron rule enters this calculation.

Summing over directions at fixed $R$ first implements the spherical principal value, so the separate parts also test (8). The contact term, the same for both parts, is

$$-\frac{4\pi}3\int C^2_0\,|p|^2|d|^2\,d^3r=0.0005419\ \text{bohr}^{-3}.$$

The quadrature gives $-0.0015121$ for the direct part, where the series gives $-0.0020540$. For the exchange part it gives $+0.0001239$, where the series gives $-0.0004181$. Both differences are $0.0005419$ bohr$^{-3}$, and they cancel in $D$. The contact term even reverses the sign of the exchange integral.

### 14. The energy and its meaning

With $\alpha^2=5.325\times10^{-5}$, equation (9) gives

$$\langle H\rangle=-\tfrac12(5.325\times10^{-5})(-0.0016359)=4.356\times10^{-8}\ \text{hartree},$$

or $9.560\times10^{-3}$ cm$^{-1}$. The sign has a magnetic reading. A negative $D$ means that, weighted by $R^{-3}$, the electrons are separated mainly across the $z$ axis. Their parallel moments along $z$ then lie side by side, an arrangement that raises the dipolar energy.

This is the first-order expectation value in one model determinant. It omits electron correlation, orbital relaxation and the other Breit-Pauli terms. The agreement of the two calculations confirms the algebra for this state; it does not measure how well the model describes an atom. The numerical output follows.

## Numbers as computed

```
Pointwise check; lengths in bohr, values in bohr^-3
inner position: [ 0.1 -0.2  0.2]  outer position: [1.2 0.9 1.3]
r< = 0.300000, r> = 1.984943, r12 = 1.905256 bohr
C^2_0(r12)/r12^3 closed form   = 0.0000000000
series through k=0: 0.0183361390  A_k = 1.000000
series through k=1: 0.0041670422  A_k = -4.582576
series through k=2: -0.0003438431  A_k = 11.224972
series through k=3: -0.0002403104  A_k = -21.494185
series through k=4: -0.0000190211  A_k = 35.874782
series through k=12: 0.0000000000
largest error, all q, both orderings = 4.3e-11
wrong series (rank k+2 on inner electron) = 0.0035678730
Model exponents (bohr^-1): zeta_p = 1.0  zeta_d = 0.5
norm factors: P_p^2: 4/3  P_d^2: 1/720  product: 1/540
Angular factors including A_k (dimensionless)
direct, p inner, k=0,1,2: -2/7, 0, -2/35
direct, d inner, k=0,1,2: -1/5, 0, 0
exchange, both regions, k=0,1,2: 0, -12/35, 0
Radial integrals (bohr^-3)
N0(pp;dd) = 608/98415 = 0.0061779200
N0(dd;pp) = 17/19683 = 0.0008636895
N2(pp;dd) = 40/19683 = 0.0020322105
N1(pd;pd) = 8/6561 = 0.0012193263
Matrix element parts (bohr^-3)
direct:   series -0.0020539842, quadrature -0.0015120614
exchange: series -0.0004180547, quadrature 0.0001238681
contact term in each part = 0.0005419228
D = direct - exchange, series     = -161/98415 = -0.0016359295
D from direct quadrature          = -0.0016359295
difference quadrature - series    = 4.4e-17
norm of the state by quadrature   = 1.0000000000
spin factor for M_S=1 = -0.500000
alpha^2 = 5.32513544e-05
spin-spin energy = 4.355773e-08 hartree = 9.559817e-03 cm^-1
```
